\section*{Semiconductor surface charge as a closed function of surface potential, part 2}

A uniformly doped, nondegenerate semiconductor in thermal equilibrium fills $x>0$, with all dopants ionized. Its potential $\psi(x)$ is measured from the neutral, field-free interior and equals $\psi_s$ at the surface. The charge per unit area, mobile carriers and dopants together, is
\begin{equation}
Q_s=-\operatorname{sgn}(\psi_s)\sqrt{2\varepsilon kT\,G(u_s)},\qquad u_s=\frac{q\psi_s}{kT},
\label{eq:result}
\end{equation}
\begin{equation}
G(u)=p_0\left(e^{-u}+u-1\right)+n_0\left(e^{u}-u-1\right).
\label{eq:G}
\end{equation}
Here $u=q\psi/kT$, $q>0$ is the elementary charge, $k$ is Boltzmann's constant, $T$ is the temperature and $\varepsilon$ is the semiconductor's permittivity; $\varepsilon_{ox}$ will denote that of the insulator. The hole and electron densities $p$ and $n$ have interior values $p_0$ and $n_0$, with $n_0p_0=n_i^2$, where $n_i$ is the carrier density of the undoped material:
\begin{equation}
n=n_0e^{u},\qquad p=p_0e^{-u}.
\label{eq:carriers}
\end{equation}
The ionized acceptor and donor densities $N_A$ and $N_D$ satisfy
\begin{equation}
p_0-n_0=N_A-N_D .
\label{eq:neutral}
\end{equation}
The charge density $\rho$ obeys
\begin{equation}
\rho=q\left[(p-p_0)-(n-n_0)\right]
=q\left[p_0(e^{-u}-1)-n_0(e^{u}-1)\right],
\label{eq:rho}
\end{equation}
\begin{equation}
\psi''=-\frac{\rho}{\varepsilon},
\label{eq:poisson}
\end{equation}
\begin{equation}
G(0)=0,\qquad \frac{dG}{du}=-\frac{\rho}{q}.
\label{eq:dG}
\end{equation}
Primes on $\psi$ denote derivatives with respect to $x$. The field is $E=-\psi'$, positive when it points inward, and $E_s=E(0)$:
\begin{equation}
Q_s=\int_0^\infty\rho\,dx=\varepsilon\left[E(\infty)-E(0)\right]=-\varepsilon E_s=\varepsilon\psi'(0).
\label{eq:gauss}
\end{equation}
The function $G$ can also be written
\begin{equation}
G=(p-p_0)+(n-n_0)+(N_A-N_D)\,u,
\label{eq:pressure}
\end{equation}
which gives the balance of forces, with carrier pressures and a dopant term on the right:
\begin{equation}
\tfrac12\varepsilon E^2=kT(p-p_0)+kT(n-n_0)+q(N_A-N_D)\psi .
\end{equation}
The Debye length and the charge near flat bands ($\psi_s=0$) are
\begin{equation}
L_D=\sqrt{\frac{\varepsilon kT}{q^2(p_0+n_0)}} ,
\label{eq:debye}
\end{equation}
\begin{equation}
Q_s\approx-\frac{\varepsilon\psi_s}{L_D}\left[1-\frac{p_0-n_0}{p_0+n_0}\,\frac{u_s}{6}\right].
\label{eq:smallQ}
\end{equation}
Numerical densities below are in cm$^{-3}$, charges in nC/cm$^2$ and capacitances in nF/cm$^2$.

\section{Limits, capacitance and a worked example}

The first half gave the charge per area of a uniform semiconductor in equilibrium, $Q_s=-\operatorname{sgn}(\psi_s)\sqrt{2\varepsilon kT\,G(u_s)}$, with $u=q\psi/kT$ and $G(u)=p_0(e^{-u}+u-1)+n_0(e^u-u-1)$. The surface potential $\psi_s$ is measured from the neutral interior, where the hole and electron densities are $p_0$ and $n_0$. The charge density obeys $dG/du=-\rho/q$, the surface field is $E_s=-Q_s/\varepsilon$, and the Debye length is $L_D=\sqrt{\varepsilon kT/[q^2(p_0+n_0)]}$.

A capacitance measurement responds to the slope of the charge curve. Squaring the result gives $Q_s^2=2\varepsilon kT\,G(u_s)$. Differentiation with respect to $\psi_s$, with $du_s/d\psi_s=q/kT$, gives
\begin{equation}
2Q_s\frac{dQ_s}{d\psi_s}=2\varepsilon kT\,\frac{q}{kT}\,\frac{dG}{du}\bigg|_{u_s}=-2\varepsilon\rho_s,
\end{equation}
where $\rho_s$ is the charge density at the surface. The semiconductor capacitance per area is therefore
\begin{equation}
C_s=-\frac{dQ_s}{d\psi_s}=\frac{\varepsilon\rho_s}{Q_s}.
\label{eq:Cs}
\end{equation}
The minus sign in the definition makes $C_s$ positive, since a rising surface potential makes $Q_s$ more negative. The ratio $Q_s/\rho_s$ is the thickness that the charge would have if its density were everywhere equal to the surface value, and $C_s$ is $\varepsilon$ divided by this thickness. Because $C_s>0$, each value of $Q_s$ belongs to one value of $\psi_s$.

At flat bands both $\rho_s$ and $Q_s$ vanish. The small-potential charge, $Q_s\approx-(\varepsilon\psi_s/L_D)[1-ru_s/6]$ with $r=(p_0-n_0)/(p_0+n_0)$, gives on differentiation
\begin{equation}
C_s\approx\frac{\varepsilon}{L_D}\left(1-\frac{r u_s}{3}\right).
\end{equation}
The flat-band value is $C_{s,0}=\varepsilon/L_D$. In doped material the slope there is not zero, so flat bands are not marked by an extremum of the capacitance.

The surface potential can be set through a gate and an insulator of capacitance $C_{ox}$ per area. Let $V_G$ be the gate voltage and $V_{FB}$ its value at flat bands. With no charge at the interface and no change of charge in the insulator, the electric displacement is continuous, and the change in insulator field from flat bands is $\varepsilon E_s/\varepsilon_{ox}=-Q_s/\varepsilon_{ox}$. Multiplied by the insulator thickness, it gives the voltage $-Q_s/C_{ox}$, so that
\begin{equation}
V_G-V_{FB}=\psi_s-\frac{Q_s}{C_{ox}} .
\label{eq:VG}
\end{equation}
The change in gate charge is $Q_G=-Q_s$. Since $d\psi_s=dQ_G/C_s$, differentiation of (\ref{eq:VG}) gives $dV_G=dQ_G(1/C_s+1/C_{ox})$. The measured capacitance $C=dQ_G/dV_G$ thus obeys
\begin{equation}
\frac1C=\frac1{C_s}+\frac1{C_{ox}} .
\end{equation}
It is a quasi-static capacitance. The signal must be slow enough for both carrier types to reach equilibrium at each voltage. If minority carriers cannot follow it in inversion, the change of charge is not the slope of the equilibrium curve. In depletion, well below the onset of inversion, their contribution to the slope is negligible. Interface states that fill or empty with $\psi_s$ also add charge that is absent from (\ref{eq:VG}).

The surface potential can be recovered from such a measurement. Solving the differential form of (\ref{eq:VG}) for $d\psi_s$ gives $d\psi_s=dV_G-dQ_G/C_{ox}$, and therefore
\begin{equation}
\frac{d\psi_s}{dV_G}=1-\frac{C}{C_{ox}},
\end{equation}
which can be integrated from the flat-band voltage. Together with the charge $\int C\,dV_G$, this gives a measured curve to compare with the closed formula.

As a worked example, take a model p-type semiconductor at 300 K with relative permittivity 12, $n_i=10^{10}$ cm$^{-3}$ and $N_A=10^{16}$ cm$^{-3}$. Then $p_0=10^{16}$ cm$^{-3}$ and $n_0=n_i^2/p_0=10^{4}$ cm$^{-3}$ to the digits used here. The thermal voltage is $kT/q=25.852$ mV, and the Debye length is 41.41 nm. The flat-band capacitance of the semiconductor is $\varepsilon/L_D=256.61$ nF/cm$^2$. An insulator 10 nm thick with relative permittivity 4 has $C_{ox}=354.17$ nF/cm$^2$, and the total flat-band capacitance is 148.80 nF/cm$^2$.

The arithmetic is short when $G$ is measured in units of the carrier density. Let $g=G(u_s)/(p_0+n_0)$ and $g'=dg/du$ at $u_s$. The definition of $L_D$ gives $\varepsilon kT(p_0+n_0)=(\varepsilon/L_D)^2(kT/q)^2$, so that
\begin{equation}
|Q_s|=\frac{\varepsilon}{L_D}\frac{kT}{q}\sqrt{2g},\qquad
C_s=\frac{\varepsilon}{L_D}\frac{|g'|}{\sqrt{2g}} .
\label{eq:scaled}
\end{equation}
The second relation follows from the first by differentiation. The charge scale is $256.61\times0.025852=6.634$ nC/cm$^2$.

At $\psi_s=0.30$ V, $u_s=11.605$. The hole part of $g$ is 10.6045, and the electron part is about $10^{-7}$. Hence
\begin{equation}
|Q_s|=6.634\sqrt{2\times10.6045}=30.55\ \text{nC/cm}^2 ,
\end{equation}
and the charge is negative. Here $g'$ is very nearly 1, because the surface holds few holes and few electrons compared with the acceptors. Therefore $C_s=256.61/4.605=55.72$ nF/cm$^2$. The gate voltage from flat band is $0.30+30.55/354.17=0.386$ V, and the series combination with the insulator gives $C=48.15$ nF/cm$^2$. The same steps at five surface potentials give the following values, with potentials in V, charge in nC/cm$^2$ and capacitances in nF/cm$^2$.

\begin{center}
\begin{tabular}{rrrrr}
$\psi_s$ & $Q_s$ & $C_s$ & $V_G-V_{FB}$ & $C$\\
$-0.10$ & $61.51$ & $1296.7$ & $-0.274$ & $278.2$\\
$0.10$ & $-15.95$ & $104.5$ & $0.145$ & $80.7$\\
$0.30$ & $-30.55$ & $55.7$ & $0.386$ & $48.2$\\
$0.60$ & $-44.23$ & $39.0$ & $0.725$ & $35.1$\\
$0.80$ & $-71.11$ & $682.4$ & $1.001$ & $233.2$
\end{tabular}
\end{center}

The first two rows have equal and opposite potentials, but their charges differ in size by a factor of 3.9. At $-0.10$ V holes accumulate, and the hole part of $g$ is 42.99. At $+0.10$ V holes are driven out, and it is 2.889. The charge varies as the square root of $g$, and $\sqrt{42.99/2.889}=3.86$.

In depletion the surface has lost its holes without yet gaining many electrons. For p-type material this means $e^{-u_s}\ll u_s-1$ and $n_0e^{u_s}\ll p_0(u_s-1)$. Then $G\approx p_0(u_s-1)$, and with $p_0\approx N_A$,
\begin{equation}
Q_s\approx-\sqrt{2\varepsilon qN_A\left(\psi_s-\frac{kT}{q}\right)} .
\label{eq:dep}
\end{equation}
The subtraction of $kT/q$ comes from the term $-1$ in $G$. In the balance of forces it is the missing hole pressure, $p-p_0\approx-p_0$. At 0.30 V this approximation gives $-30.55$ nC/cm$^2$, equal to the full result at the digits shown. Without the subtraction it gives $-31.96$ nC/cm$^2$, which is 4.6 percent larger in magnitude than the full result. The ratio is $\sqrt{11.605/10.605}=1.046$.

Depletion also allows the doping to be read from a capacitance curve. This needs a stricter condition than the charge formula, because the slope also responds to changes in $\rho_s$. When $u_s$ rises by $du$, $Q_G$ grows by the fraction $du/[2(u_s-1)]$ and $|\rho_s|$ by about $(p_0e^{-u_s}+n_0e^{u_s})\,du/p_0$. The second fraction is negligible beside the first if $2(u_s-1)(p_0e^{-u_s}+n_0e^{u_s})\ll p_0$. Then $\rho_s$ can be held at $-qN_A$, and (\ref{eq:Cs}) gives $1/C_s=Q_G/(\varepsilon qN_A)$. Since $C_{ox}$ is constant,
\begin{equation}
\frac{d}{dV_G}\frac1{C^2}=\frac2C\frac{d}{dV_G}\frac1{C_s}
=\frac2C\,\frac{1}{\varepsilon qN_A}\frac{dQ_G}{dV_G}
=\frac{2}{\varepsilon qN_A},
\end{equation}
where the last step uses $C=dQ_G/dV_G$. The slope does not contain $C_{ox}$. In the example $\varepsilon qN_A=(\varepsilon/L_D)^2kT/q$, and the predicted slope is $2/(256.61^2\times0.025852)=1.175\times10^{-3}$ in units of (nF/cm$^2$)$^{-2}$ per volt.

The rows at 0.30 V and 0.60 V, taken with $C=48.15$ and $35.09$ nF/cm$^2$ and gate voltages 0.3863 and 0.7249 V, give a mean slope of $1.12\times10^{-3}$ in the same units. The doping inferred from it would be between 4 and 5 percent too high. The cause is the electrons at 0.60 V. Their surface density is 1.2 percent of $p_0$, which raises $C_s$ by this fraction through $g'$. The depletion approximation without electrons gives $C_s=256.61/\sqrt{2\times22.209}=38.50$ nF/cm$^2$ there, and a mean slope equal to the predicted one at the digits shown. The mean over this wide interval hides a much larger local error. At 0.50 V the local slope is within 1 percent of the predicted one, but at 0.60 V it is only 0.47 of it, and a doping read there would be more than twice too high. Near flat bands the plot of $1/C^2$ against $V_G$ bends as well, because holes remain at the surface. The doping should therefore be read between these two regions, where the plot is straight. This rule assumes uniform doping and no interface states. Charge in such states adds to the quasi-static capacitance and changes the slope, and a doping that varies with depth curves the plot. In the example the local slope is within 1 percent of the predicted one for surface potentials from 0.20 V to 0.50 V.

The conventional threshold of inversion is the potential at which the surface electron density equals $p_0$. Setting $n_0e^{u}=p_0$ gives
\begin{equation}
\psi_{th}=\frac{kT}{q}\ln\frac{p_0}{n_0}=0.7143\ \text{V}.
\end{equation}
The hole density there is $p_0e^{-u}=n_0$. The surface has exchanged its electron and hole densities with the interior, and the sum of the two carrier pressures is unchanged. Only the dopant term remains in $G$, which is $(p_0-n_0)u$. With $u=\ln10^{12}=27.631$, (\ref{eq:scaled}) gives $6.634\sqrt{2\times27.631}=49.32$ nC/cm$^2$ for the magnitude of the charge. The surface field is 46.4 kV/cm, and the gate voltage from flat band is 0.854 V.

The closed formula gives the total charge, but not its division between electrons and acceptors. That division needs the profile. An adaptive Runge--Kutta integration of Poisson's equation, started in the exponential tail and carried to the surface while the carrier excesses are summed, gives $-0.918$ nC/cm$^2$ for the electrons. The acceptors no longer compensated by holes give $-48.40$ nC/cm$^2$. The electrons thus hold 1.9 percent of the charge at threshold, although their density at the surface equals that of the acceptors.

The electron share is small because the electrons lie in a thin layer. Their number per area is $\int n\,dx=\int n\,d\psi/E$, apart from the negligible interior density. The field is greatest at the surface, so replacing $E$ by $E_s$ gives a lower bound. Since $\int n\,d\psi\approx p_0kT/q$, the bound on the charge is $qp_0(kT/q)/E_s$. With $E_s=(kT/qL_D)\sqrt{2g}$ it becomes $6.634/7.434=0.892$ nC/cm$^2$, close to the integrated value.

Far above threshold the term $n_0e^{u_s}$ dominates, and the formula tends to $Q_s\approx-\sqrt{2\varepsilon kTn_0}\,e^{u_s/2}$. Far into accumulation it tends to $+\sqrt{2\varepsilon kTp_0}\,e^{-u_s/2}$. The exponent is halved because the carrier density at the surface grows as $e^{|u_s|}$, while the effective thickness $Q_s/\rho_s$ shrinks as $e^{-|u_s|/2}$. At 0.80 V the inversion limit has not been reached. The electron part of $g$ is 27.50, and the hole part, which there represents the depleted acceptors, is 29.95. The capacitance already shows the electrons strongly, since they supply 27.5 of the 28.5 units in $g'$.

The exponential limits are also where Boltzmann statistics begin to fail. For a parabolic band with effective density $N_b$, let $z=e^\eta$ be the Boltzmann density divided by $N_b$, where $\eta$ is the distance of the Fermi level into the band in units of $kT$. For $z<1$ the Fermi--Dirac density can be expanded in powers of $z$:
\begin{align}
\frac{n}{N_b}&=\frac{2}{\sqrt\pi}\int_0^\infty\frac{\sqrt t\,dt}{e^{t-\eta}+1}\nonumber\\
&=\frac{2}{\sqrt\pi}\int_0^\infty\sqrt t\left(ze^{-t}-z^2e^{-2t}+\dots\right)dt\nonumber\\
&=z\left(1-\frac{z}{2^{3/2}}+\dots\right).
\end{align}
The last line uses $\int_0^\infty\sqrt t\,e^{-mt}dt=\sqrt\pi/(2m^{3/2})$. The same expansion holds for holes.

Take $N_b=3\times10^{19}$ cm$^{-3}$ for both bands. At $-0.10$ V the Boltzmann hole density at the surface is $4.79\times10^{17}$ cm$^{-3}$, and numerical quadrature of the Fermi--Dirac integral lowers it by 0.56 percent. At 0.80 V the electron density is $2.75\times10^{17}$ cm$^{-3}$, and the reduction is 0.32 percent. Boltzmann statistics are therefore adequate over the range of the table. At stronger bending the room is limited. When the electron term in $G$ is ten times the depletion term, the surface density is about $3\times10^{18}$ cm$^{-3}$, $z$ is about 0.1, and the density is already about 4 percent too high.

Quantum confinement is a separate limitation. The classical density is largest at the surface itself, whereas an electron wave function held by a high barrier is small there. The closed formula contains no such effect, which matters once the thickness of the carrier layer is comparable with the thermal wavelength $h/\sqrt{2\pi mkT}$ of the carriers, where $h$ is Planck's constant and $m$ the effective mass. For half the free-electron mass at 300 K this wavelength is 6.1 nm. In the example the excess carrier charge divided by the excess charge density of the same carriers at the surface gives a thickness of 8.2 nm at $-0.10$ V, 5.7 nm at threshold and 4.6 nm at 0.80 V. For an effective mass of half the free-electron mass, an impenetrable barrier and the classical potential held fixed, the Schr\"odinger equation gives between 15 and 30 percent less charge in the accumulated holes at $-0.10$ V and in the electrons at threshold and at 0.80 V. The values given there are those of the classical model, and a real surface needs a quantum correction.

Numerical values quoted here were computed with a short program.
